**Field dependence of the antihydrogen 1S–2S line**

For an atom with zero pseudomomentum, the d–d atomic frequency shifts by LB + DB², where D = 13e²a²/(4μh) and L = α²(μ_B − g_pμ_N/2)/(4h). Here μ is the reduced mass, a the corresponding Bohr radius, μ_B and μ_N the Bohr and nuclear magnetons, and g_p the proton g factor, taken over by CPT symmetry. The c–c line also contains the field-dependent hyperfine energies of both levels.

The program asserts the two-body reduction on a trial function, and the diamagnetic coefficient by diagonalization in a radial basis. It obtains the bound g factors by quadrature of Dirac wave functions and compares both line formulas with 4×4 spin diagonalizations at six fields. It also asserts the crossing of the 2S c and d levels and the high-field limit of the c–c line.

The output gives D = 0.3877 MHz/T², L = 0.186 MHz/T and a d–d shift of 0.574 MHz at 1 T. At that field the c–c line is about 19 times as sensitive to a change of field. Motional Stark shifts, light shifts, and radiative and recoil corrections to the Zeeman and hyperfine terms, beyond the free anomaly and the reduced mass, are not included.

## Program and output

```python
"""
Field dependence of the 1S-2S line of antihydrogen at rest in a field B.
Result under test, for the atomic frequency f = (E_2S - E_1S)/h:
  d-d line: f(B)-f(0) = L*B + D*B^2
     D = 13 e^2 a^2/(4 mu h),  L = alpha^2 (muB - gp*muN/2)/(4 h)
  c-c line: f(B)-f(0) = [sqrt(A2^2+x2^2)-sqrt(A1^2+x1^2)]/2 - (A2-A1)/2 + D*B^2
     x_n = (g_n*muB + gp_n*muN)*B/h
mu: reduced mass, a: Bohr radius for mu, A_n: hyperfine constant of nS,
g_n, gp_n: bound positron and antiproton g factors. CPT symmetry is assumed.
Frequencies are in MHz and fields in tesla unless stated otherwise.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as sc
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre

alpha = sc.fine_structure
h = sc.h
muB = sc.physical_constants["Bohr magneton"][0]
muN = sc.physical_constants["nuclear magneton"][0]
g_free = abs(sc.physical_constants["electron g factor"][0])
g_proton = sc.physical_constants["proton g factor"][0]
a0 = sc.physical_constants["Bohr radius"][0]
mass_ratio = sc.m_e / sc.m_p
mu = sc.m_e / (1 + mass_ratio)
a_red = a0 * (1 + mass_ratio)

# ---------- derived formulas ----------
D = 13 * sc.e**2 * a_red**2 / (4 * mu * h) / 1e6
L_electron = alpha**2 * muB / (4 * h) / 1e6
L_nucleus = -alpha**2 * g_proton * muN / (8 * h) / 1e6
L = L_electron + L_nucleus
A1 = (2 / 3) * sc.mu_0 * g_free * muB * g_proton * muN / (np.pi * a_red**3) / h / 1e6
A2 = A1 / 8


def moment_rates(n):
    g_n = g_free - 2 * alpha**2 / (3 * n**2)
    gp_n = g_proton * (1 - alpha**2 / (3 * n**2))
    return g_n * muB / h / 1e6, gp_n * muN / h / 1e6


def zeeman_rate(n):
    return sum(moment_rates(n))


def shift_d(B):
    return L * B + D * B**2


def shift_c(B):
    root1 = np.hypot(A1, zeeman_rate(1) * B)
    root2 = np.hypot(A2, zeeman_rate(2) * B)
    return (root2 - root1) / 2 - (A2 - A1) / 2 + D * B**2


# ---------- two-body reduction at zero pseudomomentum (hbar = e = 1) ----------
x1, y1, x2, y2 = sp.symbols("x1 y1 x2 y2", real=True)
m, M, Bs = sp.Integer(1), sp.Integer(3), sp.Rational(7, 5)
x, y = x1 - x2, y1 - y2
X, Y = (m * x1 + M * x2) / (m + M), (m * y1 + M * y2) / (m + M)
phi = sp.exp(-(x**2 + 2 * y**2) / 5) * (1 + x / 3 + x * y / 2)
phase = -Bs * (-y * X + x * Y) / 2
psi = sp.exp(sp.I * phase) * phi


def kinetic_momentum_squared(f, u, v, charge):
    def pu(w):
        return -sp.I * sp.diff(w, u) + charge * Bs * v / 2 * w

    def pv(w):
        return -sp.I * sp.diff(w, v) - charge * Bs * u / 2 * w
    return pu(pu(f)) + pv(pv(f))


full = (kinetic_momentum_squared(psi, x1, y1, 1) / (2 * m)
        + kinetic_momentum_squared(psi, x2, y2, -1) / (2 * M)) * sp.exp(-sp.I * phase)
mus = m * M / (m + M)
Lz_phi = -sp.I * (x * sp.diff(phi, y1) - y * sp.diff(phi, x1))
reduced = (-(sp.diff(phi, x1, 2) + sp.diff(phi, y1, 2)) / (2 * mus)
           - Bs / 2 * (1 / m - 1 / M) * Lz_phi
           + Bs**2 * (x**2 + y**2) / (8 * mus) * phi)
point = {x1: sp.Rational(3, 7), y1: sp.Rational(-2, 5),
         x2: sp.Rational(5, 6), y2: sp.Rational(4, 9)}
value_full = complex(sp.N(full.subs(point), 20))
value_reduced = complex(sp.N(reduced.subs(point), 20))
assert abs(value_full) > 1e-3
assert abs(value_full - value_reduced) < 1e-12

# ---------- radial basis diagonalization (atomic units of the reduced mass) ----------
n_basis = 30
r, w = roots_laguerre(60)
cos_t, w_t = np.polynomial.legendre.leggauss(12)
Y0 = np.ones_like(cos_t) / np.sqrt(2)
Y2 = np.sqrt(5 / 2) * (3 * cos_t**2 - 1) / 2
ang = np.array([[np.sum(w_t * p * q * (1 - cos_t**2)) for q in (Y0, Y2)]
                for p in (Y0, Y2)])


def radial_basis(l):
    # functions r^(l+1) exp(-r/2) L_k^(2l+2)(r); the exponential is in the weights
    f, df = [], []
    order = 2 * l + 2
    for k in range(n_basis):
        norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + order + 1)))
        lag = eval_genlaguerre(k, order, r)
        dlag = -eval_genlaguerre(k - 1, order + 1, r) if k else 0 * r
        poly = r**(l + 1) * lag
        dpoly = (l + 1) * r**l * lag + r**(l + 1) * dlag
        f.append(norm * poly)
        df.append(norm * (dpoly - poly / 2))
    return np.array(f), np.array(df)


f0, df0 = radial_basis(0)
f2, df2 = radial_basis(2)
assert np.allclose((f0 * w) @ f0.T, np.eye(n_basis), atol=1e-9)
h0 = 0.5 * (df0 * w) @ df0.T - (f0 * w / r) @ f0.T
h2 = 0.5 * (df2 * w) @ df2.T + (f2 * w * (3 / r**2 - 1 / r)) @ f2.T
zero = np.zeros((n_basis, n_basis))
H_free = np.block([[h0, zero], [zero, h2]])
r2_00, r2_02, r2_22 = [(p * w * r**2) @ q.T for p, q in ((f0, f0), (f0, f2), (f2, f2))]
H_dia = np.block([[ang[0, 0] * r2_00, ang[0, 1] * r2_02],
                  [ang[1, 0] * r2_02.T, ang[1, 1] * r2_22]]) / 8
gamma_field = 2e-4
e_off = np.linalg.eigvalsh(H_free)
e_on = np.linalg.eigvalsh(H_free + gamma_field**2 * H_dia)
dia_coeff = ((e_on[1] - e_on[0]) - (e_off[1] - e_off[0])) / gamma_field**2
assert abs(e_off[0] + 0.5) < 1e-9 and abs(e_off[1] + 0.125) < 1e-9
assert abs(dia_coeff / (13 / 4) - 1) < 2e-4   # fourth-order terms and rounding

_, vec = np.linalg.eigh(h0)
k_list = np.arange(n_basis)
slope0 = (np.exp(0.5 * (gammaln(k_list + 1) - gammaln(k_list + 3)))
          * np.array([eval_genlaguerre(k, 2, 0.0) for k in k_list]))
r2_mean, shielding = {}, {}
for n in (1, 2):
    u = vec[:, n - 1] @ f0
    r2_mean[n] = np.sum(w * u**2 * r**2)
    inv_r = np.sum(w * u**2 / r)
    shielding[n] = alpha**2 / 2 * ang[0, 0] * inv_r
    density = (slope0 @ vec[:, n - 1])**2 / (4 * np.pi)
    assert abs(shielding[n] / (alpha**2 / (3 * n**2)) - 1) < 1e-7
    assert abs(density * np.pi * n**3 - 1) < 1e-6
assert abs(r2_mean[1] - 3) < 1e-6 and abs(r2_mean[2] - 42) < 1e-6

# ---------- Dirac g factors and contact integral (hbar = c = m = 1) ----------
mp.mp.dps = 30
al = mp.mpf(alpha)
gam = mp.sqrt(1 - al**2)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
angular = 0.0
chi = np.array([1, 0], complex)
for ct, wt in zip(cos_t, w_t):
    for az in np.arange(8) * np.pi / 4:
        st = np.sqrt(1 - ct**2)
        unit = np.array([st * np.cos(az), st * np.sin(az), ct])
        sig_r = sum(c * s for c, s in zip(unit, pauli))
        sig_A = -unit[1] * pauli[0] + unit[0] * pauli[1]
        element = chi.conj() @ sig_A @ (-1j * sig_r) @ chi
        angular += 2 * element.real * wt / 16
assert abs(angular + 4 / 3) < 1e-12


def dirac_s_state(n):
    E = 1 / mp.sqrt(1 + (al / (n - 1 + gam))**2)
    lam = mp.sqrt(1 - E**2)
    b0 = (gam - 1) / al
    a1 = b1 = mp.mpf(0)
    if n == 2:
        rhs1 = lam + (E + 1) * b0
        rhs2 = lam * b0 - (E - 1)
        det = gam * (gam + 2) + al**2
        a1 = (rhs1 * (gam + 2) + al * rhs2) / det
        b1 = (gam * rhs2 - al * rhs1) / det

    def G(s):
        return s**gam * mp.exp(-lam * s) * (1 + a1 * s)

    def F(s):
        return s**gam * mp.exp(-lam * s) * (b0 + b1 * s)
    for s in (mp.mpf(90), mp.mpf(410)):
        res_G = mp.diff(G, s) - G(s) / s - (E + 1 + al / s) * F(s)
        res_F = mp.diff(F, s) + F(s) / s + (E - 1 + al / s) * G(s)
        assert abs(res_G) < 1e-10 and abs(res_F) < 1e-10
    grid = [0, 1 / al, 5 / al, 20 / al, 100 / al]
    norm = mp.quad(lambda s: G(s)**2 + F(s)**2, grid)
    moment = mp.quad(lambda s: s * G(s) * F(s), grid) / norm
    contact = mp.quad(lambda s: G(s) * F(s) / s**2, grid) / norm
    return E, moment, contact


g_dirac = {}
for n in (1, 2):
    energy, moment, contact = dirac_s_state(n)
    g_dirac[n] = float(2 * mp.mpf(angular) * moment)
    assert abs(g_dirac[n] - float(2 * (1 + 2 * energy) / 3)) < 1e-11
    assert abs(g_dirac[n] - (2 - 2 * alpha**2 / (3 * n**2))) < 1e-8
    # relativistic corrections of relative order alpha^2 remain in the contact integral
    assert abs(float(contact / (-al**3 / n**3)) - 1) < 2e-4
delta_g = g_dirac[2] - g_dirac[1]
assert abs(delta_g / (alpha**2 / 2) - 1) < 2e-4

# ---------- spin Hamiltonian of antihydrogen, numerical inputs ----------
spin = [s / 2 for s in pauli]
one = np.eye(2)
SI = sum(np.kron(s, s) for s in spin)
Sz, Iz = np.kron(spin[2], one), np.kron(one, spin[2])


def spin_states(n, B):
    g_n = g_free + g_dirac[n] - 2
    gp_n = g_proton * (1 - shielding[n])
    H = (A1 / n**3 * SI - g_n * muB * B / h / 1e6 * Sz
         + gp_n * muN * B / h / 1e6 * Iz)
    return np.linalg.eigh(H)


D_numeric = dia_coeff * sc.e**2 * a_red**2 / (mu * h) / 1e6
k_e, k_p = moment_rates(2)
crossing_2S = A2 * (k_e - k_p) / (2 * k_e * k_p)
fields = (0.5, 1.0, 1.5, 2.0)
assert max(fields) < crossing_2S
for B in (0.03, 0.2) + fields:
    change = (spin_states(2, B)[0] - spin_states(1, B)[0]) + D_numeric * B**2
    start = (A2 - A1) / 4
    assert abs(change[3] - start - shift_d(B)) < 5e-4
    assert abs(change[2] - start - shift_c(B)) < 5e-4
near = spin_states(2, crossing_2S)[0]
assert abs(near[3] - near[2]) < 1e-4


def total_spin_of_top_state(B):
    top = spin_states(2, B)[1][:, 3]
    return (top.conj() @ (Sz + Iz) @ top).real


# the upper state is the stretched state d below the crossing and c above it
assert abs(total_spin_of_top_state(0.99 * crossing_2S) + 1) < 1e-9
assert abs(total_spin_of_top_state(1.01 * crossing_2S)) < 1e-9

# ---------- local slopes ----------
step = 1e-3
slope_d = (shift_d(1 + step) - shift_d(1 - step)) / (2 * step)
slope_c = (shift_c(1 + step) - shift_c(1 - step)) / (2 * step)
slope_c_hyperfine = 63 * A1**2 / (256 * zeeman_rate(1))
slope_c_estimate = slope_c_hyperfine + L_electron - L_nucleus + 2 * D
assert abs(slope_c / slope_c_estimate - 1) < 0.01
B_high = 20.0
plateau_side = 7 * A1 / 16 - slope_c_hyperfine / B_high
hyperfine_side = shift_c(B_high) - D * B_high**2 - (L_electron - L_nucleus) * B_high
assert abs(hyperfine_side - plateau_side) < 1e-3

# ---------- results ----------
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"mass ratio m/M = {mass_ratio:.6e}")
print(f"muB/h = {muB/h/1e6:.3f} MHz/T")
print(f"gp*muN/h = {g_proton*muN/h/1e6:.4f} MHz/T")
print(f"<r^2> 1S = {r2_mean[1]:.5f} a^2, 2S = {r2_mean[2]:.5f} a^2")
print(f"diamagnetic coefficient from diagonalization = {dia_coeff:.5f} (atomic units)")
print(f"D, infinite nuclear mass = {D/(1+mass_ratio)**3:.5f} MHz/T^2")
print(f"D, with reduced mass = {D:.5f} MHz/T^2")
print(f"Dirac g factor 1S = {g_dirac[1]:.9f}")
print(f"Dirac g factor 2S = {g_dirac[2]:.9f}")
print(f"g(2S)-g(1S) = {delta_g:.5e}; alpha^2/2 = {alpha**2/2:.5e}")
print(f"shielding 1S = {shielding[1]:.4e}, 2S = {shielding[2]:.4e}")
print(f"L, positron part = {L_electron:.6f} MHz/T")
print(f"L, antiproton part = {L_nucleus:.6f} MHz/T")
print(f"L, total = {L:.6f} MHz/T")
print(f"A1 (contact term) = {A1:.2f} MHz, A2 = {A2:.2f} MHz")
print(f"zero-field offset of both lines from centroid = {-7*A1/32:.2f} MHz")
print(f"c-c hyperfine plateau 7*A1/16 = {7*A1/16:.2f} MHz")
print(f"Zeeman rate k = x/B for 1S = {zeeman_rate(1):.2f} MHz/T")
for B in fields:
    print(f"B = {B:.1f} T: linear d-d part = {L*B:.4f} MHz, "
          f"diamagnetic part = {D*B**2:.4f} MHz")
    print(f"B = {B:.1f} T: d-d shift = {shift_d(B):.4f} MHz, "
          f"c-c shift = {shift_c(B):.2f} MHz")
print(f"d-d shift of laser frequency at 1 T = {shift_d(1.0)/2:.4f} MHz")
print(f"field where linear and quadratic d-d parts are equal = {L/D:.4f} T")
print(f"d-d slope at 1 T = {slope_d:.4f} MHz/T")
print(f"c-c slope at 1 T = {slope_c:.3f} MHz/T")
print(f"c-c slope at 1 T, high-field estimate = {slope_c_estimate:.3f} MHz/T")
print(f"hyperfine part of that estimate = {slope_c_hyperfine:.3f} MHz/T")
print(f"ratio of slopes c-c to d-d at 1 T = {slope_c/slope_d:.2f}")
print(f"d-d change from 1.00 to 1.01 T = {(shift_d(1.01)-shift_d(1.0))*1e3:.2f} kHz")
print(f"c-c change from 1.00 to 1.01 T = {(shift_c(1.01)-shift_c(1.0))*1e3:.1f} kHz")
print(f"crossing field of the 2S c and d levels = {crossing_2S:.4f} T")
print("checks complete")
```

Output:

```
fine-structure constant alpha = 0.007297353
mass ratio m/M = 5.446170e-04
muB/h = 13996.245 MHz/T
gp*muN/h = 42.5775 MHz/T
<r^2> 1S = 3.00000 a^2, 2S = 42.00000 a^2
diamagnetic coefficient from diagonalization = 3.24999 (atomic units)
D, infinite nuclear mass = 0.38704 MHz/T^2
D, with reduced mass = 0.38768 MHz/T^2
Dirac g factor 1S = 1.999964499
Dirac g factor 2S = 1.999991125
g(2S)-g(1S) = 2.66260e-05; alpha^2/2 = 2.66257e-05
shielding 1S = 1.7750e-05, 2S = 4.4376e-06
L, positron part = 0.186330 MHz/T
L, antiproton part = -0.000283 MHz/T
L, total = 0.186046 MHz/T
A1 (contact term) = 1420.49 MHz, A2 = 177.56 MHz
zero-field offset of both lines from centroid = -310.73 MHz
c-c hyperfine plateau 7*A1/16 = 621.46 MHz
Zeeman rate k = x/B for 1S = 28067.03 MHz/T
B = 0.5 T: linear d-d part = 0.0930 MHz, diamagnetic part = 0.0969 MHz
B = 0.5 T: d-d shift = 0.1899 MHz, c-c shift = 586.36 MHz
B = 1.0 T: linear d-d part = 0.1860 MHz, diamagnetic part = 0.3877 MHz
B = 1.0 T: d-d shift = 0.5737 MHz, c-c shift = 604.36 MHz
B = 1.5 T: linear d-d part = 0.2791 MHz, diamagnetic part = 0.8723 MHz
B = 1.5 T: d-d shift = 1.1513 MHz, c-c shift = 610.82 MHz
B = 2.0 T: linear d-d part = 0.3721 MHz, diamagnetic part = 1.5507 MHz
B = 2.0 T: d-d shift = 1.9228 MHz, c-c shift = 614.54 MHz
d-d shift of laser frequency at 1 T = 0.2869 MHz
field where linear and quadratic d-d parts are equal = 0.4799 T
d-d slope at 1 T = 0.9614 MHz/T
c-c slope at 1 T = 18.620 MHz/T
c-c slope at 1 T, high-field estimate = 18.654 MHz/T
hyperfine part of that estimate = 17.692 MHz/T
ratio of slopes c-c to d-d at 1 T = 19.37
d-d change from 1.00 to 1.01 T = 9.65 kHz
c-c change from 1.00 to 1.01 T = 184.5 kHz
crossing field of the 2S c and d levels = 2.0820 T
checks complete
```
